\section*{Subthreshold Reset Noise: From the kT/(2C) Plateau to kT/C, part 2}

A pixel's sensing node, of capacitance $C$ and voltage $V$, is charged as electrons (charge $-q$) leave through an n-channel reset transistor to the drain at $V_D$. We seek the variance of $V$ over repeated resets. Voltages are measured from the transistor bulk. A soft reset ends in weak inversion, far from current balance; a hard reset reaches equilibrium with the drain.

Here $\phi=kT/q$, $M=C\phi/q$ and $s=\operatorname{Var}V/(kT/C)$, with starting value $s_0$. In weak inversion the forward current is $I_f\propto e^{-V/\phi}$. Against a constant opposing current $I_r$, with both streams Poissonian, at time $t$
\begin{align}
C\frac{dV}{dt}&=I_f-I_r,\\
\frac{d\operatorname{Var}V}{dt}&=
-\frac{2I_f}{C\phi}\operatorname{Var}V+\frac{q(I_f+I_r)}{C^2}.
\label{opposed}
\end{align}
At balance, $I_f=I_r$, this gives $s=1$. Without opposing current, a rise of $y\phi$ gives
\begin{equation}
s=\frac12+\left(s_0-\frac12\right)e^{-2y}.
\label{recall}
\end{equation}
The plateau is $s=1/2$. Image lag is the fraction $e^{-y}$ of a small change in starting voltage that survives. The starting time constant is $\tau_0=C\phi/I_s$, with $I_s$ the starting current.

In the channel, the surface potential $\psi$ obeys
\begin{equation}
V_G-V_{FB}=\psi+b\sqrt{\psi+\phi e^{(\psi-\psi_B-X)/\phi}}.
\label{surface}
\end{equation}
Here $V_G$ and $V_{FB}$ are the gate and flat-band voltages, and $X$ is the electron quasi-Fermi potential, equal to $V$ at the source. Also $b=\sqrt{2q\epsilon N_A}/C_{ox}$ and $\psi_B=2\phi\ln(N_A/n_i)$, with acceptor density $N_A$, intrinsic density $n_i$ and oxide capacitance per area $C_{ox}$. In weak inversion $d\psi/dV_G=1/n$. The channel has length $L$, width $W$, mobility $\mu$, diffusion coefficient $D=\mu\phi$, current $I$ and, at position $x$, mobile charge per area $Q_i>0$ (source value $Q_S$).

The example has $C=5$ fF, $T=300$ K, $\phi=25.85$ mV, $M=806.8$, $n=1.144$, a 7 nm oxide, $L=W=500$ nm, and gate and drain at 3.3 V. In a 1 $\mu$s reset, $V$ rises from 2.45 V to 2.561 V and the current falls from 9.377 nA to 0.1275 nA, with $\tau_0=13.78$ ns and $s=0.4999$ for $s_0=0$.

\subsection{The complete crossover}

Define
\begin{equation}
u=\frac{I_r}{I_f},\qquad w=1-u,\qquad \tau_r=\frac{C\phi}{I_r}.
\end{equation}
Since $u\propto e^{V/\phi}$,
\begin{equation}
\frac{du}{dt}=\frac u\phi\frac{dV}{dt}
=\frac{u(I_f-I_r)}{C\phi}
=\frac{I_r(1-u)}{C\phi}=\frac{1-u}{\tau_r}.
\label{ut}
\end{equation}
The third equality uses $uI_f=I_r$. Integration gives $w=w_0e^{-t/\tau_r}$, where the subscript zero marks the start.

Dividing (\ref{opposed}) by $q\phi/C$ and using $I_f=I_r/u$ gives
\begin{equation}
\frac{ds}{dt}=\frac1{\tau_r}\left[-\frac{2s}{u}+1+\frac1u\right].
\end{equation}
Division by (\ref{ut}) removes time:
\begin{equation}
\frac{ds}{du}=\frac{1+u-2s}{u(1-u)}.
\label{su}
\end{equation}
Without the source term $1+u$, the equation would be
\begin{equation}
\frac{d\ln s}{du}=-2\left(\frac1u+\frac1{1-u}\right),
\end{equation}
whose solution is proportional to $(w/u)^2$. Put $s=A(u)(w/u)^2$ in (\ref{su}). The terms proportional to $A$ cancel, leaving
\begin{equation}
\frac{dA}{du}=\frac{1+u}{uw}\frac{u^2}{w^2}=\frac{u(1+u)}{w^3}.
\label{A}
\end{equation}
With $u=1-w$ and $du=-dw$,
\begin{equation}
\frac{dA}{dw}=-\frac{(1-w)(2-w)}{w^3}
=-\frac2{w^3}+\frac3{w^2}-\frac1w.
\end{equation}
An integral of the right-hand side is
\begin{equation}
G(w)=\frac1{w^2}-\frac3w-\ln w.
\end{equation}
At the start $A=s_0(u_0/w_0)^2$. Therefore
\begin{equation}
s=\left(\frac wu\right)^2
\left[G(w)-G(w_0)+s_0\left(\frac{u_0}{w_0}\right)^2\right].
\label{crossover}
\end{equation}

Three limits test the formula. First, if both $u_0$ and $u$ are small, (\ref{A}) becomes $dA/du\simeq u$. Then
\begin{equation}
s\simeq\frac1{u^2}\left[\frac{u^2-u_0^2}{2}+s_0u_0^2\right]
=\frac12+\left(s_0-\frac12\right)\left(\frac{u_0}{u}\right)^2.
\end{equation}
Since $u_0/u=e^{-y}$, this is (\ref{recall}).

Second, let $u_0\to0$ with $s_0$ finite. Since $G(1)=-2$,
\begin{equation}
s=\frac{1-3w+2w^2-w^2\ln w}{u^2}.
\label{cold}
\end{equation}
For small $u$, the polynomial is $(1-w)(1-2w)=-u+2u^2$. The logarithmic term is
\begin{align}
-(1-u)^2\ln(1-u)
&=(1-2u+u^2)\left(u+\frac{u^2}{2}+\frac{u^3}{3}+\cdots\right)\\
&=u-\frac{3u^2}{2}+\frac{u^3}{3}+O(u^4).
\end{align}
The linear terms cancel, and division by $u^2$ gives
\begin{equation}
s=\frac12+\frac u3+O(u^2).
\label{smallu}
\end{equation}
Third, as $u\to1$, $w$ and $w^2\ln w$ vanish, and $s\to1$.

The plateau thus needs two separated times. The starting condition must be forgotten, $t\gg\tau_0$, while balance remains distant, $t\ll\tau_r$. If $I_r$ is so large that these times are comparable, there is no plateau.

An electron count tests the region between the limits. Use $M=400$, $u_0=e^{-5}$ and zero initial variance, and let electrons leave and return one at a time. At $u=0.1$, $0.5$ and $0.9$ the count gives $s=0.532$, $0.693$ and $0.917$. Formula (\ref{crossover}) gives the same three values to this precision.

\subsection{Light and drain return in the example}

Let a bright scene produce a photocurrent of 1 pA. Then
\begin{equation}
\tau_r=\frac{(5\ \mathrm{fF})(25.85\ \mathrm{mV})}{1\ \mathrm{pA}}
=129\ \mu\mathrm{s}.
\end{equation}
This is long compared with the 1 $\mu$s reset. The final current ratio is $u=0.0078$, and (\ref{crossover}) gives $s=0.5025$. The estimate $1/2+u/3=0.5026$ differs slightly because it omits the remaining memory of the start.

The drain return flow is smaller still. At the end of the reset its ratio to the forward current is
\begin{equation}
e^{-(V_D-V)/\phi}=e^{-(3.3-2.561)/0.02585}\simeq4\times10^{-13}.
\end{equation}
For this gate voltage and reset time, the node is nowhere near equilibrium with the drain.

\subsection{Hard reset}

In a hard reset the gate is high enough for the transistor to conduct strongly until the node reaches the drain voltage. Near equilibrium the channel acts as a conductance $g$ with two-sided thermal current noise $2kTg$. The stationary variance follows from
\begin{equation}
0=-\frac{2g}{C}\operatorname{Var}V+\frac{2kTg}{C^2},
\qquad \operatorname{Var}V=\frac{kT}{C}.
\end{equation}
The conductance sets how quickly equilibrium is reached and cancels from the result.

Electron counting gives the same answer. Let $N$ be the number removed relative to the balance point. For a subthreshold channel the departure rate is $re^{-N/M}$ and the return rate is $r$. In equilibrium there is no net probability flow between neighbouring states:
\begin{equation}
P(N)re^{-N/M}=P(N+1)r.
\end{equation}
Repeated use gives
\begin{equation}
P(N)=P(0)\exp\left[-\frac{N(N-1)}{2M}\right].
\end{equation}
For $M\gg1$ this is a closely sampled Gaussian of variance $M$, so $s=1$. Summing these probabilities for $M=806.8$ gives a variance of $1.000M$.

At fixed $C$ and $T$ the example therefore compares as follows:
\begin{align}
\text{hard reset:}\quad&28.4\ \text{electrons rms}=0.910\ \mathrm{mV\ rms},\\
\text{soft reset:}\quad&20.1\ \text{electrons rms}=0.644\ \mathrm{mV\ rms}.
\end{align}
The variance is halved and the rms noise falls by $\sqrt2$.

\subsection{A source that moves its own barrier}

In a short transistor the source voltage can slightly change the surface potential. If $d\psi/dV=\eta$ at fixed gate voltage, the exponent $(\psi-V)/\phi$ changes with slope $-(1-\eta)/\phi$. Write $m=1-\eta$, so that $I_f\propto e^{-mV/\phi}$. The departures remain Poissonian, but the restoring conductance is $mI_f/\phi$. Without opposing current,
\begin{equation}
\frac{ds}{dy}=1-2ms,\qquad
s=\frac1{2m}+\left(s_0-\frac1{2m}\right)e^{-2my}.
\end{equation}
The value one half therefore rests on a source slope of $1/\phi$. A rough coupling $\eta=0.05$ raises the plateau to $1/(2\times0.95)=0.526$. An electron count with $m=0.9$, $M=200$, $y=5$ and $s_0=0$ gives $0.5557$; the formula gives $0.5555$.

\subsection{A voltage-dependent capacitance}

Let $C(V)$ be the differential capacitance and $\sigma_Q^2$ the variance of node charge. A charge fluctuation $\delta Q$ changes the voltage by $\delta Q/C(V)$. Without opposing current,
\begin{equation}
\frac{d\sigma_Q^2}{dt}=-\frac{2I_f}{\phi C(V)}\sigma_Q^2+qI_f.
\end{equation}
Division by $dV/dt=I_f/C(V)$ gives
\begin{equation}
\frac{d\sigma_Q^2}{dV}=-\frac{2}{\phi}\sigma_Q^2+qC(V).
\end{equation}
After the initial variance has been forgotten,
\begin{equation}
\sigma_Q^2=q\int_0^\infty C(V-x)e^{-2x/\phi}\,dx
\simeq\frac{q\phi}{2}\left[C(V)-\frac\phi2C'(V)\right].
\end{equation}
The last form uses $C(V-x)\simeq C-C'x$; the mean of $x$ under the normalised exponential weight is $\phi/2$. Only the last few tens of millivolts carry appreciable weight in this example.

Suppose that the whole capacitance is an abrupt junction, $C\propto(V+V_b)^{-1/2}$, with rough built-in voltage $V_b=0.7$ V. Then $C'/C=-1/[2(V+V_b)]$, and the relative correction is
\begin{equation}
\frac{\phi}{4(V+V_b)}=\frac{0.02585}{4(2.561+0.7)}=0.0020.
\end{equation}
The charge variance is 0.20\% above the constant-capacitance value evaluated with the final $C$. Direct integration gives 0.20\% as well.

\subsection{Starting above threshold}

An exposed node can start low enough to put the transistor in strong inversion. Let the source conductance be $g_s=-dI/dV$ and write the two-sided current noise as $2kT\gamma g_s$. With negligible opposing current,
\begin{equation}
\frac{ds}{dt}=\frac{2g_s}{C}(\gamma-s),\qquad
\frac{d\ln I}{dt}=-\frac{g_s}{I}\frac{dV}{dt}=-\frac{g_s}{C}.
\end{equation}
Therefore
\begin{equation}
\frac{ds}{d\ln I}=2(s-\gamma).
\label{history}
\end{equation}
The initial variance is multiplied by $(I_{end}/I_{start})^2$ whatever the form of $I(V)$.

To find $\gamma$, use the long-channel model with constant $n$. Drift and diffusion together give $dX=-[1/(nC_{ox})+\phi/Q_i]dQ_i$ and $I\,dx=\mu WQ_i\,dX$. Set $Q_i=2nC_{ox}\phi\zeta$, with source value $\zeta_S$. Then $dx$ is proportional to $-(2\zeta+1)d\zeta$, and the average channel charge divided by its source value is
\begin{equation}
\gamma=\frac{\int_0^{\zeta_S}\zeta(2\zeta+1)d\zeta}
{\zeta_S\int_0^{\zeta_S}(2\zeta+1)d\zeta}
=\frac{2\zeta_S/3+1/2}{\zeta_S+1}.
\end{equation}
This average is $\gamma$ because $g_s=\mu(W/L)Q_S$. It is $1/2$ in weak inversion and tends to $2/3$ in strong inversion.

For a start at 1.2 V with $s_0=0$, integration of (\ref{history}) gives $s=0.508$ when the node reaches 2.45 V and $s=0.5001$ at 2.561 V. The earlier strong inversion has almost no influence on the final variance.

\subsection{The real pixel and the limits of the model}

The node capacitance, supply voltage and oxide thickness are meant to lie in the usual range of a three-transistor silicon pixel; they are rough values and describe no particular product. A real exposed node may start in strong inversion, but the calculation above shows a negligible effect here. Coupling of the source to the barrier matters more: the assumed 5\% raises the variance by 5.3\% relative to the ideal plateau.

The long-channel current is only a rough guide at a length of 500 nm. The junction potentials reach into the channel and lower the barrier. For junctions 100 to 150 nm deep, a rough two-dimensional estimate makes the current about 12 to 21 times larger for box-shaped junctions and 6 to 8 times larger for rounded ones. By itself this would raise the final voltage by some 45 to 80 mV and reduce the image lag. The same estimate gives a source coupling of about 1.5 to 2.5\%, so the assumed 5\% is about twice the geometric value or more for this channel length. Interface states fast enough to follow the source voltage add to the coupling: about 0.3\% for a density of $10^{10}$ cm$^{-2}$eV$^{-1}$ and about 3\% for $10^{11}$ cm$^{-2}$eV$^{-1}$.

Within the long-channel model, the exponential law gives a starting current 3.1\% above the numerical solution based on (\ref{surface}). The gradual edge of the depletion region, left out of that equation, acts like a gate shift of $(n-1)\phi=3.7$ mV and raises the current by about 13\%. At the start the surface electron density is 0.35\% of the rough conduction-band density used, so Boltzmann statistics are adequate. The classical density is not: in the surface field of 0.45 MV/cm the electron layer would be only 0.6 nm thick. Quantum confinement raises the lowest electron energy and makes the current roughly fifteen times smaller if the oxide is an impenetrable wall, and about eleven times smaller if the wave function enters a 3.1 eV oxide barrier. By itself this would change the example to a final voltage of about 2.50 V, $s\simeq0.49$ and an image lag of 13 to 17\%. Confinement and the short channel act in opposite directions, but their cancellation cannot be relied on. The current, final voltage and lag of a real pixel therefore need a measured transistor current. The transit time $L^2/(2D)$ is 0.12 ns, much shorter than $\tau_0=13.78$ ns. At the end the channel holds 0.1 electron on average, little beside the 20-electron noise. The oxide field over the channel is 1.4 MV/cm in the example and about 2.9 MV/cm at the source end for the start at 1.2 V, both well below the rough 10 MV/cm scale of oxide breakdown. At 330 K, with $C$ fixed and the plateau reached, the noise is 21.1 electrons rms.

Amplifier noise, supply noise, carrier trapping and the voltage step coupled from the gate are not included. A measured pixel variance can therefore exceed $kT/(2C)$ even when the reset itself follows this model. Soft reset lowers the reset noise if the source slope is close to $1/\phi$ and the opposing current is small, but image lag must also be acceptable. The values for the ideal model are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Node capacitance: 5 fF
Reset time: 1 us
Gate and drain voltage: 3.3 V
Flat-band voltage: -0.95 V
Oxide thickness: 7 nm
Body doping: 2e+17 cm^-3
Intrinsic density, rough: 1e+10 cm^-3
Electron mobility: 400 cm2/Vs
Channel length and width: 500 nm
Thermal voltage kT/q: 25.85 mV
Weak-inversion surface potential: 3.301 V
Gate slope factor n: 1.144
Source slope times kT/q, full model: 0.99957
Gate slope times kT/q, full model: 0.8705
Channel thermal noise / 2qI: 0.99972
Starting node voltage: 2.45 V
Starting current: 9.377 nA
Starting time constant tau0: 13.78 ns
Voltage rise: 111.1 mV
Voltage rise / (kT/q): 4.298
Final node voltage: 2.561 V
Final current: 0.1275 nA
C k T / q^2: 806.8 electrons^2
Soft variance / (kT/C), formula: 0.49991
Soft variance / (kT/C), counted: 0.49996
Mean electrons removed, formula: 3467.42
Mean electrons removed, counted: 3467.67
Hard variance / (kT/C), counted: 1
Hard-reset noise: 0.9102 mV rms
Hard-reset noise: 28.4 electrons rms
Soft-reset noise: 0.6435 mV rms
Soft-reset noise: 20.08 electrons rms
Image-lag factor: 1.36 %
Crossover u=0.1: counted 0.5324, formula 0.5323
Crossover u=0.5: counted 0.6931, formula 0.6931
Crossover u=0.9: counted 0.9172, formula 0.9173
Photocurrent, bright case: 1 pA
Final current ratio u, bright case: 0.007812
Variance / (kT/C), bright case: 0.5025
Drain return / forward current: 3.865e-13
Source barrier coupling, rough: 0.05
Plateau with barrier coupling: 0.5263
Counted variance at slope m=0.9: 0.5557
Charge variance shift, junction C: 0.1994 %
Exponential current error at start: 3.052 %
Strong-inversion starting voltage: 1.2 V
Its s on entering weak inversion: 0.5084
Its final s: 0.50014
Channel transit time: 0.1209 ns
Electrons in channel at end: 0.0962
Surface density / band density: 0.003533
Oxide field: 1.356 MV/cm
Ideal soft noise at 330 K: 21.06 electrons rms
\end{verbatim}
